# How Mayadas-Shatzkes grain-boundary scattering collimates the current

## Question

I am working on the resistivity of fine-grained interconnect lines with the Mayadas-Shatzkes model. The grain boundaries are planes perpendicular to the current, and the relaxation time depends on direction:

$$\frac{1}{\tau^*(\mu)}=\frac1\tau\left(1+\frac{\alpha}{\mu}\right),\qquad \mu=|\cos\theta| .$$

Here $\theta$ is the angle between an electron's velocity and the current axis, $\tau$ is the bulk relaxation time and $\alpha\ge 0$ measures the boundary scattering.

An exercise asks me to show that this scattering collimates the current: the current-weighted mean direction cosine should rise from $3/4$ without boundaries to $4/5$ when boundary scattering is strong. I am stuck in two places.

1. Averaging $\mu$ over half the Fermi sphere gives me $1/2$, not $3/4$.
2. An electron moving straight along the line meets the most boundaries per second. Shouldn't it suffer most, so that the current becomes less collimated?

How does the proof go, and would the effect matter in a real line?

## Answer

Your first difficulty is about the weight in the average. The second is a sound objection, and its answer lies in how a boundary's reflectivity depends on angle. I take free electrons with a spherical Fermi surface, a weak field and elastic boundaries that conserve the momentum parallel to their plane.

### The weight in the average

Let $F$ be the force on an electron along $x$, the current axis, and let $c=\cos\theta$, so that $v_x=v_Fc$. In a steady state, to first order in $F$, the Boltzmann equation reads

$$F v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{f-f_0}{\tau^*}
\quad\Rightarrow\quad
f-f_0=F v_F\,c\,\tau^*(|c|)\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

The current carried by a direction is this deviation times another factor $v_x$, so it is proportional to $c^2\tau^*(|c|)$. Solid angle adds no further factor, because $\sin\theta\,d\theta=|dc|$.

The weight is even in $c$: a surplus of electrons moving forward and a deficit of electrons moving backward contribute current of the same sign. The mean of the signed cosine would therefore vanish, and the useful quantity is the mean of $\mu=|c|$. Since

$$\mu^2\,\frac{\tau^*}{\tau}=\frac{\mu^2}{1+\alpha/\mu}=\frac{\mu^3}{\mu+\alpha},$$

the quantity to study is

$$C(\alpha)=\frac{\displaystyle\int_0^1\frac{\mu^4}{\mu+\alpha}\,d\mu}{\displaystyle\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu}.$$

Your $1/2$ counts electrons equally. The current counts them with $\mu^2$ even without boundaries: one factor comes from the acceleration along the field, the other from the velocity.

### The two limits

For a pure power weight,

$$\frac{\int_0^1\mu^{n+1}d\mu}{\int_0^1\mu^n d\mu}=\frac{1/(n+2)}{1/(n+1)}=\frac{n+1}{n+2}.$$

Without boundaries the weight is $\mu^2$, so $C(0)=3/4$. For $\alpha\gg1$ we have $\mu+\alpha\simeq\alpha$ over the whole range $0\le\mu\le1$. The constant $1/\alpha$ cancels between numerator and denominator, which leaves the weight $\mu^3$ and $C\to4/5$.

The shift is modest because strong boundary scattering adds just one power of $\mu$. Nor does the model steer electrons towards the axis. Every direction loses current, by the factor $\mu/(\mu+\alpha)$, and oblique directions lose a larger fraction. At $\alpha=1$, electrons with $\mu=1$ keep $1/2$ of their contribution, while those with $\mu=1/4$ keep $1/5$.

### The rise is steady

Two end values do not show what happens between them. Write $w=\mu^3/(\mu+\alpha)$, and let $\langle\cdot\rangle$ be the mean with this weight. Since $\partial w/\partial\alpha=-w/(\mu+\alpha)$, the quotient rule gives

$$\frac{dC}{d\alpha}
=-\left\langle\frac{\mu}{\mu+\alpha}\right\rangle
+\langle\mu\rangle\left\langle\frac1{\mu+\alpha}\right\rangle .$$

This is minus the covariance of $\mu$ and $h(\mu)=1/(\mu+\alpha)$. With $p=w/\int_0^1 w\,d\mu$, a covariance can be written as

$$\langle\mu h\rangle-\langle\mu\rangle\langle h\rangle
=\frac12\int_0^1\!\!\int_0^1p(\mu)p(\mu')(\mu-\mu')\,[h(\mu)-h(\mu')]\,d\mu\,d\mu',$$

as multiplying out the brackets confirms. Because $h$ falls as $\mu$ grows, the two differences have opposite signs whenever $\mu\ne\mu'$. The covariance is negative and $dC/d\alpha>0$. Within this model $C$ therefore climbs steadily from $3/4$ and stays below $4/5$ at every finite $\alpha$.

### A link to the resistivity

The conductivity relative to its boundary-free value is the total weight divided by $\int_0^1\mu^2d\mu=1/3$:

$$g=\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu .$$

Polynomial division gives

$$\frac{\mu^3}{\mu+\alpha}=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha},$$

and integrating term by term,

$$g=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\!\left(1+\frac1\alpha\right).$$

The numerator of $C$ needs no new integral. From $\mu^4=\mu^3(\mu+\alpha)-\alpha\mu^3$,

$$\int_0^1\frac{\mu^4}{\mu+\alpha}d\mu=\int_0^1\mu^3d\mu-\alpha\int_0^1\frac{\mu^3}{\mu+\alpha}d\mu=\frac14-\frac{\alpha g}{3}.$$

Dividing by the denominator $g/3$ gives

$$C(\alpha)=\frac{3}{4g(\alpha)}-\alpha .$$

So once $\alpha$ and $g$ are known, the collimation follows.

For weak scattering, $g\simeq1-\tfrac32\alpha+3\alpha^2$. Hence $1/g\simeq1+\tfrac32\alpha+(\tfrac94-3)\alpha^2$, and

$$C\simeq\frac34+\frac{\alpha}{8}-\frac{9\alpha^2}{16}.$$

For strong scattering, expand $1/(\mu+\alpha)\simeq1/\alpha-\mu/\alpha^2$ in both integrals:

$$C\simeq\frac{\frac1{5\alpha}-\frac1{6\alpha^2}}{\frac1{4\alpha}-\frac1{5\alpha^2}}
\simeq\frac45\left(1-\frac5{6\alpha}+\frac4{5\alpha}\right)
=\frac45-\frac{2}{75\alpha}.$$

The small coefficient $2/75$ means that the limit is approached early: $C=0.7898$ at $\alpha=2$ and $0.7975$ at $\alpha=10$.

### Why forward electrons suffer less

Your objection concerns the rate $\alpha/(\tau\mu)$ itself, so it has to be derived. Two angular factors compete.

**Reflection by one boundary.** Model the boundary as a potential $S\,\delta(x)$. Only motion along $x$ matters, with wave number $k=k_F\mu$. Let the incident amplitude be 1, the reflected amplitude $\rho$ and the transmitted amplitude $t$. Continuity of the wave and the jump of its slope require

$$1+\rho=t,\qquad ik\,t-ik(1-\rho)=\frac{2mS}{\hbar^2}\,t .$$

Inserting $\rho=t-1$ turns the second condition into $2ik(t-1)=(2mS/\hbar^2)t$, so $\rho=-i\,(mS/\hbar^2k)\,t$. With $R=|\rho|^2$, $T=|t|^2=1-R$ and $\hbar k_F=mv_F$,

$$\frac RT=\frac{s^2}{\mu^2},\qquad s=\frac{S}{\hbar v_F}.$$

If $r$ is the reflection probability at normal incidence, then $s^2=r/(1-r)$. Oblique electrons approach the barrier with less momentum along $x$ and are reflected more readily.

**Many boundaries.** Take one energy and one parallel momentum. Let $f_+$ and $f_-$ be the occupations of the right- and left-moving states, and let L and R label the two sides of a boundary. If phases are ignored, the outgoing occupations are

$$f_+^{R}=Tf_+^{L}+Rf_-^{R},\qquad f_-^{L}=Tf_-^{R}+Rf_+^{L}.$$

The difference $J=f_+-f_-$ is then the same on both sides, $J=T(f_+^L-f_-^R)$. The average $a=(f_++f_-)/2$ equals $f_+^L-J/2$ on the left and $f_-^R+J/2$ on the right, so it drops by

$$a^L-a^R=\frac JT-J=J\,\frac RT .$$

Inside a grain, let bulk collisions relax each occupation towards the local mean over directions, $\bar f$:

$$\pm v_F\mu\left(\frac{\partial f_\pm}{\partial x}+F\frac{\partial f_0}{\partial\varepsilon}\right)=-\frac{f_\pm-\bar f}{\tau}.$$

Subtracting the lower equation from the upper one gives

$$2v_F\mu\frac{\partial a}{\partial x}+2Fv_F\mu\frac{\partial f_0}{\partial\varepsilon}=-\frac J\tau .$$

In a uniform row of grains of length $D$, the average $a$ must regain inside each grain what it drops at each boundary. The grain average of $\partial a/\partial x$ is therefore $(JR/T)/D$, provided $J$ hardly varies within a grain. Then

$$J\left[\frac1\tau+\frac{2v_F\mu}{D}\frac RT\right]=2Fv_F\mu\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

The bracket is $1/\tau^*$. Its second term contains both factors: the encounter rate $v_F\mu/D$, which is your argument, and the reflection odds $R/T\propto1/\mu^2$. The odds win, leaving $1/\mu$. With the bulk mean free path $l=v_F\tau$,

$$\frac{2v_F\mu}{D}\frac{s^2}{\mu^2}=\frac{\alpha}{\tau\mu},\qquad
\alpha=\frac{2l}{D}\,\frac{r}{1-r}.$$

If $\alpha$ is instead written as $(l/D)\,\mathcal R/(1-\mathcal R)$ with a fitted $\mathcal R$, then $\mathcal R$ absorbs the factor 2 and is not the same number as $r$. The limits $3/4$ and $4/5$ do not depend on this choice.

**A case where you are right.** Suppose $R$ were independent of angle. The boundary rate would then grow as $\mu$, giving $1/\tau^*=(1+\beta\mu)/\tau$ with $\beta=2(l/D)R/T$ and the weight $\mu^2/(1+\beta\mu)$. For large $\beta$ the weight tends to $\mu$ and the mean to $2/3$; at $\beta=10$ it is $0.686$. Such boundaries spread the current, so collimation comes from the angular law of the barrier and not merely from the planes standing across the current.

### When the effective rate holds

I assumed that $J$ is nearly constant within a grain. Adding the equations for $f_+$ and $f_-$ gives $v_F\mu\,\partial J/\partial x=-2(a-\bar f)/\tau$. At a boundary $a$ drops by $JR/T$, and $\bar f$ drops by the mean of this quantity over directions. Only the difference of the two drops makes $J$ vary. Since $J\propto\mu\tau^*\propto\mu^2/(\mu+\alpha)$ and $R/T=s^2/\mu^2$, the drop of $a$ is proportional to $1/(\mu+\alpha)$ and that of $\bar f$ to $\int_0^1d\mu'/(\mu'+\alpha)=\ln(1+1/\alpha)$. For an estimate, let $a-\bar f$ rise linearly through zero at mid-grain. Integrating from an edge to the centre gives a relative change of $J$ of about

$$\frac{\alpha}{8\mu^3}\left(\frac Dl\right)^2\left[1-(\mu+\alpha)\ln\!\left(1+\frac1\alpha\right)\right].$$

At fixed $\alpha$ and $\mu$ this vanishes for short grains. The estimate fails for grazing electrons, but they carry little current. For $\alpha\gg1$ the square bracket tends to $(\tfrac12-\mu)/\alpha$, so the change stops growing with $\alpha$. What the effective rate needs is therefore short grains, $D\ll l$, and the boundaries may then even be nearly opaque. In long grains bulk collisions restore the boundary-free distribution away from the boundaries, and the mean stays clearly below $4/5$.

This can be tested by solving the Boltzmann equation in a row of grains with explicit reflections and number-conserving bulk collisions, without using $\tau^*$. For $D/l=0.005$ and $\alpha=1$ the solution gives $g=0.42056$ and a mean cosine of $0.78334$, equal to the formulas to the digits shown. For $\alpha=20$ the mean is $0.79871$, again in agreement. With nearly opaque boundaries, $\alpha=10^4$, such a solution gives about $0.796$ at $D/l=0.5$ but only about $0.76$ at $D/l=5$.

### Numbers for an interconnect line

Take round parameters: $l=40$ nm, $D=20$ nm, $r=0.2$ and $v_F=1.5\times10^6$ m/s. Then

$$s^2=\frac{0.2}{0.8}=0.25,\qquad \alpha=2\cdot\frac{40}{20}\cdot0.25=1,$$

$$g=1-1.5+3-3\ln2=0.4206,\qquad C=\frac{0.75}{0.4206}-1=0.783 .$$

This is about two thirds of the way from $3/4$ to $4/5$. The free-electron resistivity without boundaries, $\rho_0=mv_F/(ne^2l)$ with $n=k_F^3/3\pi^2$, is $1.81\ \mu\Omega\,$cm. With boundaries it becomes $\rho_0/g=4.31\ \mu\Omega\,$cm. The share of the current carried within $30^\circ$ of the axis rises from 35.0% to 40.3%; its strong-scattering limit is $1-\cos^4 30^\circ=43.75\%$. The resistivity more than doubles while the angular distribution changes only moderately.

As a rough guide, a good metal at room temperature has a mean free path of a few tens of nanometres, and narrow lines can have grains of similar size, so these lengths are reasonable. The value of $r$ is a model choice. Real lines also have rough surfaces, tilted boundaries and non-spherical Fermi surfaces. The following estimates keep $l$, $D$ and $r$ fixed and change one assumption at a time.

- **Grains not short.** Here $D/l=0.5$. The solution with explicit reflections gives $g=0.421$ and a mean of $0.781$ instead of $0.783$, so the effective rate serves well for this case.

- **Surfaces.** Consider a film of thickness $h=40$ nm whose surfaces scatter diffusely. An electron leaving a surface starts without drift and regains it over the path $l^*=v_F\tau^*$. Averaging over the thickness multiplies each direction's current by $1-x(1-e^{-1/x})$, where $x=l^*|\cos\theta_z|/h$ and $\theta_z$ is the angle to the film normal. Directions near the current axis have small $x$ and lose little, so surfaces collimate too. Without grain boundaries the mean is already $0.775$; with them it is $0.789$. The rise due to boundaries shrinks from $0.033$ to $0.014$, and $g$ falls to $0.360$. A line has four walls, which collimate more strongly than two. The same treatment for a square cross-section of $40\times40$ nm gives $0.7915$ without boundaries and $0.7944$ with them; for $20\times20$ nm it gives $0.8076$ and $0.8034$, so there the boundaries lower the mean. In a very thin wire diffuse walls alone give the weight $\mu^2/\sin\theta$ and the mean $8/3\pi=0.849$, which lies above $4/5$, and strong boundary scattering pulls the mean back towards $4/5$.

- **Interference.** Two equal boundaries with relative phase $\varphi$ transmit $T_{12}=T^2/|1-Re^{i\varphi}|^2$. For a random phase the mean is $\langle T_{12}\rangle=T^2/(1-R^2)$, so $1/\langle T_{12}\rangle-1=2R/T$, exactly the incoherent sum. This average applies when paths with different phases cross a single pair side by side. When one direction meets pairs of different spacing one after another, losing phase between pairs but keeping its direction, the quantities $1/T_{12}-1$ add instead. Their average exceeds the incoherent sum by the fraction $R/T$, which is 25% at $\mu=1$, and gives $g=0.331$ and a mean of $0.809$ in place of $0.421$ and $0.783$. Which average is closer depends on how phase loss and change of direction compare, and this is not settled here. Interference over many boundaries without phase loss is not covered by this argument.

- **Barrier shape.** The limit $4/5$ belongs to the law $R/T\propto1/\mu^2$ and not to boundary scattering in general. A square barrier of height $1.5\,E_F$ and width $1/k_F$ reflects oblique electrons still more strongly, and in short grains its strong-scattering limit is $0.812$.

- **Fermi-surface shape.** Stretch the sphere into an ellipsoid whose transverse velocity is 10% lower, keeping the weight unchanged in the scaled variable. The mean then goes from $0.776$ without boundaries to $0.808$ with them. Both values shift by about $0.025$, roughly three quarters of the effect itself, but the rise remains close to $0.03$.

- **Temperature.** At 300 K, $k_BT/E_F=0.004$, so treating the carriers as lying on a sharp Fermi surface is adequate here.

Tilted boundaries are not included in these estimates. For this example the rise survives finite grains, the ellipsoidal band and the surfaces of a film. It does not survive the four diffuse walls of a narrow line, where it almost vanishes at $40$ nm width and changes sign by $20$ nm. The second decimal of the mean depends on surfaces and band shape. The numerical output below gives further values.

## Table of computed values

```
mean cosine, alpha = 0: 0.750000
mean cosine, alpha = 1e6: 0.800000
(mean - 3/4)/alpha at alpha = 0.001: 0.12445
(4/5 - mean)*alpha at alpha = 1000: 0.02665
alpha = 0.1: g = 0.8728, mean cosine = 0.7593
alpha = 0.5: g = 0.5880, mean cosine = 0.7755
alpha = 2: g = 0.2688, mean cosine = 0.7898
alpha = 10: g = 0.0695, mean cosine = 0.7975
short-grain solver, D/l = 0.005
  alpha = 1: g solver 0.42056, formula 0.42056
  alpha = 1: mean solver 0.78334, formula 0.78334
  alpha = 20: g solver 0.03606, formula 0.03606
  alpha = 20: mean solver 0.79871, formula 0.79871
angle-independent R, beta = 10: mean solver 0.68620
angle-independent R, beta = 10: mean formula 0.68620
angle-independent R, beta = 1e6: mean 0.66667
example: l = 40 nm, D = 20 nm, r = 0.2
Fermi velocity: 1.50e+06 m/s
r/(1-r) = s^2: 0.2500
barrier strength S: 0.494 eV nm
alpha: 1.0000
conductivity ratio g: 0.42056
resistivity without boundaries: 1.811 uOhm cm
resistivity with boundaries: 4.307 uOhm cm
mean cosine: 0.78334
part of the rise from 3/4 to 4/5: 0.667
current within 30 deg, alpha = 0: 35.05 %
current within 30 deg, example: 40.28 %
current within 30 deg, strong limit: 43.75 %
finite grain D/l = 0.5: g 0.4212
finite grain D/l = 0.5: mean cosine 0.7808
diffuse 40 nm film, no boundaries: g 0.6839
same film, no boundaries: mean cosine 0.7753
same film with boundaries: g 0.3603
same film with boundaries: mean cosine 0.7893
coherent pair, excess of R/T at mu = 1: 25.0 %
coherent-pair estimate: g 0.3313, mean 0.8088
transverse velocity x 0.9, alpha = 0: mean 0.7756
transverse velocity x 0.9, example: mean 0.8076
Fermi energy: 6.40 eV
kT/E_F at 300 K: 0.00404
```
